Proper and improper transverse piezoelectric constants of a polarized crystal, part 2

An insulating crystal, polarized along axis 3 and held at zero macroscopic field, is strained homogeneously. ε₁ and ε₃ are the stretches along axes 1 and 3. The improper constant is e₃₁ = dP₃/dε₁. The proper constant ẽ₃₁ is the charge driven through a material face normal to axis 3, per reference area and unit strain. All derivatives are taken at zero strain and include the shifts of the ions. The first derivation, from the charge of a slab's top face, gave

ẽ₃₁ = e₃₁ + P₃,

and also ẽ₃₃ = e₃₃. The second uses the periodic bulk. With q the elementary charge, a₁ and a₂ the lateral cell edges, c the period along axis 3, and s_w c the mean height of the Wannier functions (one for each spin in each cell), it has

p = s − 2s_w,

P₃ = qp/(a₁a₂),

ẽ₃₁ = [q/(a₁a₂)] dp/dε₁.

In the model, site A lies at height 0 and site B at sc, with s = ½ − η. Each ion carries +q, and two non-interacting electrons per cell fill the lower band. At zero strain a₁ = a₂ = a = 0.400 nm and c = 0.404 nm. The polar displacement is ηc, with

η = 0.040 (1 − 8ε₁ + 20ε₃).

A bond of length d along axis 3 has hopping energy 2.00 eV × (0.200 nm/d)^3.5. The site energies are +W on A and −W on B, with

W = 1.60 eV + 2τ₁ cos(k₁a₁) + 2τ₂ cos(k₂a₂),

where k₁ and k₂ are lateral wavenumbers, τ₁ = τ₂ = 0.10 eV at zero strain, and τ₁ falls as a₁^(−3.5).

Slabs named A…B and B…A from bottom to top have P₃ = −31.19 and 68.95 µC/cm², two branches separated by q/a² = 100.14 µC/cm². The centrosymmetric reference (η = 0, type A…B) has top charge −½ in units of q per lateral cell. Measured from it, the spontaneous polarization is Ps = 18.88 µC/cm², and ẽ₃₁ = e₃₁ + Ps when e₃₁ is the derivative of Ps. The vacuum permittivity is κ₀.

**The charge as a quantum-mechanical current**

One step still rests on a picture: that the electrons carry the current implied by the motion of their Wannier centres. It can be derived. Let θ be the wavenumber along axis 3 multiplied by c. For each lateral wavenumber the Hamiltonian has the elements

H_AA = W, H_BB = −W, H_AB = t₁ + t₂ exp(−iθ),

with t₁ the hopping within a cell, t₂ the hopping to the next cell, and H_BA the complex conjugate of H_AB. Let |v⟩ and |c⟩ be the filled and empty states at θ, with energies E_v and E_c, and let G = E_c − E_v > 0. Let S be the diagonal matrix of site heights, with elements 0 and s. The fractional position operator is the cell number plus S. In the θ representation its commutator with H gives ħ times the velocity,

V = ∂H/∂θ + i(HS − SH).

Let a parameter λ, here the strain, vary slowly in time. Apart from a common phase factor that turns at the rate −E_v/ħ, the state becomes |v⟩ + α|c⟩ with a small amplitude α. The phase factor replaces H by H − E_v in the Schrödinger equation for |v⟩ + α|c⟩. Projecting this equation on ⟨c|, and dropping the time derivative of α|c⟩ because it is of second order in slowness, gives

iħ⟨c|∂v/∂t⟩ = Gα.

Differentiating H|v⟩ = E_v|v⟩ with respect to λ and projecting on ⟨c| gives

⟨c|∂v/∂λ⟩ = −M/G, with M = ⟨c|∂H/∂λ|v⟩.

Therefore α = −iħ(dλ/dt)M/G². The mean velocity has three parts.

First, the undisturbed state contributes ⟨v|V|v⟩/ħ = (1/ħ)∂E_v/∂θ, because the commutator has no diagonal element between eigenstates. This averages to zero over a full period of θ.

Second, the mixing with the empty band contributes

(1/ħ) 2 Re[⟨v|V|c⟩α] = (dλ/dt) 2 Im[⟨v|V|c⟩M]/G².

Third, the B site itself moves at the rate ds/dt and carries its electron weight |v_B|² along. Per unit change of λ, the mean electron displacement is thus

K = ⟨ 2 Im[⟨v|V|c⟩M]/G² + (ds/dλ)|v_B|² ⟩,

where the outer brackets average over θ and the lateral wavenumbers.

**The current equals the motion of the Wannier centre**

It remains to show that K = ds_w/dλ. The Wannier function on site type j in cell R is the average over θ of exp(iθR)v_j(θ), with v periodic in θ. Multiplying by R is the same as acting with −i∂/∂θ on the exponential. Integration by parts moves this to i∂/∂θ acting on v_j. The mean height is therefore

s_w = ⟨ i⟨v|∂v/∂θ⟩ + s|v_B|² ⟩.

Differentiate the first term with respect to λ. It gives i⟨∂v/∂λ|∂v/∂θ⟩ + i⟨v|∂²v/∂λ∂θ⟩. Integrating the second piece by parts over the closed period turns it into −i⟨∂v/∂θ|∂v/∂λ⟩. The two pieces are i times the difference of a number and its complex conjugate, and their sum is

2 Im⟨∂v/∂θ|∂v/∂λ⟩.

Insert the complete set |v⟩, |c⟩ between the two factors. Since |v⟩ is normalized, ⟨∂v/∂θ|v⟩ and ⟨v|∂v/∂λ⟩ are both imaginary. Their product is real and drops out. For the |c⟩ part, first-order perturbation theory gives a factor −1/G twice, leaving

2 Im[⟨v|∂H/∂θ|c⟩M]/G².

The second term of s_w gives (ds/dλ)|v_B|², together with the change of the weight |v_B|² at fixed s. The latter is

2 Re[⟨v|S|c⟩⟨c|∂v/∂λ⟩] = −2 Re[⟨v|S|c⟩M]/G.

This is just the commutator part of the velocity. Between the states, i(HS − SH) has the element i(E_v − E_c)⟨v|S|c⟩ = −iG⟨v|S|c⟩, and

2 Im[−iG⟨v|S|c⟩M]/G² = −2 Re[⟨v|S|c⟩M]/G.

All terms match, so K = ds_w/dλ. With both spins and the B ion included, the transported charge per lateral cell and unit strain is q(ds/dε₁ − 2K) = q dp/dε₁. The current therefore gives the proper constant directly, without choosing a polarization branch.

**Numbers for the model**

The Berry-phase evaluation of s_w gives p = −0.31146. Hence P₃ = −0.31146 × 100.14 = −31.19 µC/cm², the value found from the A…B slab. Differences of p between strains of ±0.001 give ẽ₃₁ = −123.25 µC/cm².

The current formula needs no such difference of polarizations. The moving B sites, with their ions and their share of the electrons, give −16.82 µC/cm². The interband current gives −106.44 µC/cm². The sum, taken before rounding, is −123.25 µC/cm². Most of the proper response in this model is thus electronic charge flowing between sites as the bonds change. The moving-site part is negative because tension lowers η, so that B moves up, and B carries a net negative charge.

The main results are ẽ₃₁ = −1.23 C/m², e₃₁ = −1.42 C/m² from Ps, and Ps = 0.189 C/m².

A limiting case isolates the geometric term. If η is held fixed while the cell is stretched, the proper constant is −0.585 µC/cm², and its sole source is the change of the lateral hopping. The improper constant is −19.46 µC/cm², of which −18.88 µC/cm² is dilution. A sizeable improper constant can therefore appear where almost no charge flows. In the reversed domain, with η replaced by −η, both constants taken from Ps change sign, and so does their difference.

**A strained film**

Take a film 500 nm thick with a square electrode of side 100 µm, fixed to the film. Its area is 10⁻⁴ cm². A strain ε₁ = 0.1%, with the other strains held at zero, drives

−123.25 × 0.001 = −0.1233 µC/cm², or −12.3 pC.

Using the improper constant from Ps would give −14.2 pC. The excess is Ps times the gain in area, and the error is 15% of the proper value. The second- and higher-order terms in strain add −0.00025 µC/cm², about 0.2% of the signal.

If the top surface is free, the film also becomes thinner. With a rough elastic ratio c₁₃/c₃₃ = 0.7, ε₃ = −0.7ε₁. The model has ẽ₃₃ = e₃₃ = 254.4 µC/cm², so the thinning adds −0.178 µC/cm² to the signal. The total is about 2.4 times the value at fixed thickness. The proper and improper constants along this path are −301.3 and −320.2 µC/cm². They still differ by Ps, because the change of thickness does not alter the area of the face.

Real electrodes screen imperfectly. Let each act as a vacuum gap of width ℓ = 0.05 nm, and let the film have relative permittivity κ = 100 and thickness t; both ℓ and κ are rough values. A signal charge density D produces a film field E, with

D = ẽ₃₁ε₁ + κ₀κE, and Et + 2ℓD/κ₀ = 0.

Eliminating E gives D(1 + 2ℓκ/t) = ẽ₃₁ε₁. Here 2ℓκ/t = 0.02, so the signal falls by 2.0% if κ does not change with strain. In a ferroelectric this condition is not safe. With a standing face charge density P, the electrode carries PA/(1 + 2ℓκ/t), and a change of κ adds −P(2ℓκ/t)(d ln κ/dε₁)/(1 + 2ℓκ/t)² per unit strain. If κ varies as 1/η², then d ln κ/dε₁ = 16. With P = Ps the added term is −5.8 µC/cm², which turns the 2.0% fall into a rise of nearly 3%. The same estimate gives a standing depolarizing field of 0.042 MV/cm for a face that carries Ps. The ideal faces of the model slabs carry −31.19 or 68.95 µC/cm² instead, which would give 0.069 or 0.153 MV/cm in magnitude. The condition of zero field is therefore an idealization, even in a short-circuited film.

**The model beside a real ferroelectric**

The model's cell edges, gap and polarization are of the same order as those of tetragonal barium titanate, although its two-site chain does not represent the bonding in that material. It also differs in its reference: the model's centrosymmetric crystal has face charge −½, whereas the (001) planes of cubic barium titanate are formally neutral, so that Ps there is itself a branch. Barium titanate has cell edges near 0.4 nm, a gap of about 3 eV and a spontaneous polarization of roughly 25 µC/cm². The model's Ps is somewhat lower. Its piezoelectric constants follow from the prescribed response of η and are not predictions for that material. Of the assumptions made here, fixed thickness is one that a film with a free surface breaks, by the factor of 2.4 just found. Two others, constant temperature and a single domain, can matter as much in a measurement. With a rough pyroelectric coefficient of 0.02 µC/cm² per kelvin, a drift of 6 K produces as much charge as the strain. If 0.65% of the volume switched by 90°, so that its polarization lay in the plane, the lost polarization would also equal the signal. Thermal carriers across the ideal gap are negligible, since the bulk gap is 3.27 eV (2.40 eV between the end states of the B…A slab) and kT is 0.026 eV at 300 K, but conduction through defects is outside the model. So are the interactions between electrons and the thermal motion of the lattice.

**What each derivation assumes**

The first derivation uses charge conservation, a uniform polarization and a face that moves with the material. It does not ask how the charge is carried, so it applies equally to ions and to interacting electrons. In return it needs surfaces that keep their charge during the strain. If a surface gains or loses charge through leakage or a chemical change, the increase of the top charge no longer measures the flow through the bulk. The derivation also leaves the value of ẽ₃₁ undetermined: it relates two constants and computes neither.

The second derivation uses a periodic bulk and no surface. Its purely geometric part needs only that a reduced polarization p exists and that its change gives the transported charge. The proof of that point given here assumes independent electrons in a filled band, a gap that stays open, and a strain that varies slowly compared with the electronic frequencies G/ħ. Under these assumptions it yields ẽ₃₁ itself and divides it into the part carried by moving sites and the interband part.

Both derivations fail if the crystal conducts during the strain, because the transported charge then depends on time and not on strain alone. Both also require a homogeneous deformation: a strain gradient gives further contributions that are not contained in P₃ and its area factor. The numerical output below lists the model's inputs and results.

Computed values

```
Model inputs (round values)
cell edges a, c: 0.400, 0.404 nm
eta; responses G1, G3: 0.040; 8.0, 20.0
T0, site energy, lateral hopping: 2.00, 1.60, 0.10 eV
hopping length and power: 0.200 nm, 3.5
polar displacement eta*c: 0.0162 nm
hopping on short, long bond: 2.586, 1.475 eV
smallest bulk gap: 3.270 eV
Polarization
polarization quantum e/a^2: 100.136 uC/cm2
reduced polarization, Berry phase: -0.31146
formal P, A...B slab: -31.188 uC/cm2
formal P, B...A slab: 68.948 uC/cm2
formal P, centrosymmetric reference: -50.068 uC/cm2
spontaneous polarization Ps: 18.880 uC/cm2
Transverse constants
improper e31, A...B branch: -92.063 uC/cm2
improper e31, B...A branch: -192.199 uC/cm2
proper e31, A...B slab: -123.252 uC/cm2
proper e31, B...A slab: -123.252 uC/cm2
improper e31 from Ps: -142.131 uC/cm2
proper minus improper from Ps: 18.880 uC/cm2
main results proper, improper, Ps: -1.2325, -1.4213, 0.1888 C/m2
proper e31 from Berry phases: -123.251 uC/cm2
adiabatic current, moving sites: -16.816 uC/cm2
adiabatic current, interband: -106.435 uC/cm2
adiabatic current, sum: -123.252 uC/cm2
frozen coordinates, proper and improper: -0.585, -19.464 uC/cm2
e33, proper and improper: 254.404, 254.404 uC/cm2
Film example
strain, thickness, electrode side: 0.10 %, 500 nm, 100 um
face-charge change, proper: -0.12325 uC/cm2
face-charge change if improper is used: -0.14213 uC/cm2
collected charge, proper: -12.325 pC
collected charge if improper is used: -14.213 pC
relative error of improper value: 15.32 %
Neglected effects (rough inputs)
elastic ratio c13/c33: 0.70
extra face charge, free top: -0.17808 uC/cm2
free-top constants, proper and improper: -301.338, -320.215 uC/cm2
second- and higher-order strain charge: -0.000252 uC/cm2
screening length per electrode, permittivity: 0.05 nm, 100
signal loss by imperfect screening: 1.96 %
depolarizing field magnitude: 0.0418 MV/cm
pyroelectric charge magnitude for 1 K: 0.020 uC/cm2
temperature drift equal to signal: 6.16 K
90-degree switched fraction equal to signal: 0.653 %
temperature, kT: 300 K, 0.0259 eV
```
